# Step-like Joint Density of States in Tunnelling Between Electron and Hole Sheets, part 1

(Sections cited here and not found follow in the second part.)

## 1. Momentum conservation and the sharp step

### Two sheets with equal masses

Place a sheet of conduction electrons parallel to a sheet whose valence band can supply electrons. Let both bands be parabolic, with the same positive mass $m$ and with their extrema at the same in-plane momentum. In atomic units, where $\hbar$, the free-electron mass and the elementary charge equal one, the electron energies are

$$
E_c(k)=E_C+\frac{k^2}{2m},\qquad E_v(k)=E_V-\frac{k^2}{2m}. \tag{1}
$$

The minus sign expresses the downward curvature of the valence band. Both energies refer to electrons, including those in the hole sheet. The band overlap is $\Delta=E_V-E_C$: it is negative when a gap separates the two band edges, zero at alignment, and positive when the valence edge lies above the conduction edge.

Suppose that an electron crosses between the sheets without changing its energy, spin or in-plane momentum. It must then find a momentum at which the two energies in (1) are equal. Their difference is

$$
D_k=E_c(k)-E_v(k)=\frac{k^2}{m}-\Delta. \tag{2}
$$

For negative $\Delta$ this is positive at every momentum, and there is no crossing. For positive $\Delta$ the bands cross on a circle of radius $k_0=\sqrt{m\Delta}$.

The circle shrinks to a point at alignment, so one might expect the number of available states to grow smoothly from zero. To see what happens, count the states whose energy difference lies in a small window of total width $\eta$. By (2), $dD_k=2k\,dk/m$, so these states fill a ring of width $m\eta/(2k_0)$. The area of the ring in momentum space is

$$
2\pi k_0\,\frac{m\eta}{2k_0}=\pi m\eta . \tag{3}
$$

The radius has cancelled. A small circle has a short circumference, but the two bands separate slowly there, and the ring is correspondingly wide. Each spin has $1/(2\pi)^2$ states per unit area of the sheet and unit area of momentum space. Two spins therefore give $2\pi m\eta/(2\pi)^2=m\eta/(2\pi)$ states, or a density $m/(2\pi)$ per unit energy difference. This density is the same for every positive overlap and vanishes for every negative one. It is a step.

### Unequal masses

Now let the electron mass be $m_e$ and the hole mass $m_h$, both positive:

$$
E_c(k)=E_C+\frac{k^2}{2m_e},\qquad E_v(k)=E_V-\frac{k^2}{2m_h}. \tag{4}
$$

Subtraction adds the two inverse masses, because the curvatures have opposite signs:

$$
D_k=\frac{k^2}{2m_r}-\Delta,\qquad \frac1{m_r}=\frac1{m_e}+\frac1{m_h}. \tag{5}
$$

The joint density of states per unit area counts the momenta at which $D_k$ vanishes, with a factor two for spin:

$$
J(\Delta)=2\int\frac{d^2k}{(2\pi)^2}\,\delta(D_k). \tag{6}
$$

The integrand depends on the magnitude of $k$ alone, so $d^2k$ becomes $2\pi k\,dk$. Set $x=k^2/(2m_r)$, which gives $k\,dk=m_r\,dx$. Then

$$
J(\Delta)=\frac1\pi\int_0^\infty k\,dk\,\delta(D_k)
=\frac{m_r}{\pi}\int_0^\infty dx\,\delta(x-\Delta)
=J_0\,\theta(\Delta),\qquad J_0=\frac{m_r}{\pi}. \tag{7}
$$

Here $\theta$ is zero for negative argument and one for positive argument. Its value at zero is a convention without physical consequence. For equal masses $m_r=m/2$, and (7) returns the density found from the ring.

The result depends on the dimension of the sheets. In $d$ dimensions the measure $k^{d-1}dk$ is proportional to $x^{d/2-1}dx$. This is constant for $d=2$, whereas it diverges at small $x$ for $d=1$ and vanishes there for $d=3$. The step is the flat measure of two dimensions cut off at the smallest possible band separation. The opposite curvatures matter too. If both bands curved upward with equal masses, the $k^2$ terms would cancel in the difference, and all pairs would align at the same overlap. The density would then be a spike instead of a step.

The crossing also has a definite energy. From $D_{k_0}=0$,

$$
k_0=\sqrt{2m_r\Delta},\qquad
E^*=E_C+\frac{k_0^2}{2m_e}=E_C+\frac{m_r}{m_e}\Delta . \tag{8}
$$

The lighter carrier takes the larger share of the overlap as kinetic energy, since the two carriers have equal momenta.

For a numerical example take the round model parameters $m_e=0.05$ and $m_h=0.20$ in units of the free-electron mass. They give $m_r=0.05\times0.20/0.25=0.040$. The height $0.040/\pi$ in atomic units, converted to electronvolts and angstroms, is

$$
J_0=0.001671\ \text{eV}^{-1}\text{Å}^{-2}. \tag{9}
$$

This value also fixes the conversion needed for other mass-dependent quantities. Since $2m_r=2\pi J_0$, twice the free-electron mass corresponds to

$$
\beta=\frac{2\pi\times0.001671}{0.040}=0.2625\ \text{eV}^{-1}\text{Å}^{-2}. \tag{10}
$$

At an overlap of $0.050$ eV, the crossing momentum is $\sqrt{0.2625\times0.040\times0.050}=0.0229$ Å$^{-1}$. The crossing energy lies $(0.040/0.05)\times0.050=0.040$ eV above the conduction edge.

### Why the in-plane momentum is conserved

So far momentum conservation has been assumed. It follows from a coupling that is uniform along the sheets. Let an electron of given spin go from position $\mathbf r'$ in the valence sheet to $\mathbf r$ in the conduction sheet with amplitude $T(\mathbf r-\mathbf r')$. The dependence on the difference of positions expresses uniformity. Let both sheets have area $A$ and periodic boundary conditions, and use plane waves $e^{i\mathbf k\cdot\mathbf r}/\sqrt A$. The matrix element from $\mathbf k$ to $\mathbf k'$ is

$$
M_{\mathbf k'\mathbf k}=\frac1A\int d^2r\,d^2r'\,
e^{-i\mathbf k'\cdot\mathbf r}\,T(\mathbf r-\mathbf r')\,e^{i\mathbf k\cdot\mathbf r'} . \tag{11}
$$

Write $\mathbf r=\mathbf r'+\mathbf s$. The exponent separates into a part with $\mathbf s$ and a part with $\mathbf r'$:

$$
M_{\mathbf k'\mathbf k}=
\left[\int d^2s\,T(\mathbf s)e^{-i\mathbf k'\cdot\mathbf s}\right]
\left[\frac1A\int d^2r'\,e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf r'}\right]
=M_{\mathbf k}\,\delta_{\mathbf k'\mathbf k}. \tag{12}
$$

The second bracket is one for equal momenta. For unequal allowed momenta the exponential completes a whole number of periods along at least one side of the sheet, and the integral vanishes. The first bracket defines the coupling $M_{\mathbf k}$. If tunnelling is local, $T(\mathbf s)=M\delta(\mathbf s)$, and the coupling is a constant $M$. This is the case treated in the rest of this half.

Equation (12) divides the problem into independent pairs of levels, one pair for each momentum and spin. No pair has a continuum of its own. The continuum needed for a steady rate comes from two sources: each pair loses its phase coherence, and the sum runs over many pairs.

### The transfer rate of one pair

Neglect interactions between electrons except for their effect on the band edges, which are held fixed. In the basis of the conduction and valence states at one $\mathbf k$, the one-electron Hamiltonian is

$$
h=\begin{pmatrix}E_c&M\\ M&E_v\end{pmatrix}. \tag{13}
$$

A phase of $M$ can be absorbed into one of the two basis states, so $M$ is taken as real. Let $a_i$ annihilate an electron in state $i$, and define $\rho_{ij}=\langle a_j^\dagger a_i\rangle$. The equation of motion $i\dot a_i=\sum_l h_{il}a_l$ and its adjoint give

$$
\dot\rho=-i(h\rho-\rho h). \tag{14}
$$

Denote the occupations by $n_c=\rho_{cc}$ and $n_v=\rho_{vv}$, and the coherence by $p=\rho_{cv}$, so that $\rho_{vc}=p^*$. The conduction element of (14) is

$$
\dot n_c=-iM(p^*-p)=-2M\,\mathrm{Im}\,p, \tag{15}
$$

because $p^*-p=-2i\,\mathrm{Im}\,p$. Tunnelling conserves the number of electrons in the pair, so $\dot n_v=+2M\,\mathrm{Im}\,p$. The off-diagonal element is

$$
\dot p=-i(E_c-E_v)p-iM(n_v-n_c)-\gamma p . \tag{16}
$$

The last term has been added to describe loss of coherence. A simple origin is a rapidly fluctuating part $\xi(t)$ of the level separation, with Gaussian statistics, zero mean and correlation $\langle\xi(t)\xi(t')\rangle=2\gamma\delta(t-t')$. In a time $t$ it adds a phase of variance $2\gamma t$. The average of the phase factor is $e^{-\gamma t}$, which is the decay in (16). The fluctuations in successive short intervals are independent, so the decay can be added to the motion caused by $M$. This noise does not change the occupations directly.

With no initial coherence, the solution of (16) is

$$
p(t)=-iM\int_0^t ds\,e^{-(\gamma+iD_k)s}\,
\bigl[n_v-n_c\bigr]_{t-s}. \tag{17}
$$

If the occupations change little during a time $1/\gamma$, their difference can be taken out of the integral at time $t$. After several times $1/\gamma$ the upper limit can be replaced by infinity. Then

$$
p=-\frac{iM(n_v-n_c)}{\gamma+iD_k}
=-M(n_v-n_c)\frac{D_k+i\gamma}{D_k^2+\gamma^2}. \tag{18}
$$

The second form follows on multiplying above and below by $\gamma-iD_k$. Inserting the imaginary part into (15) gives

$$
\dot n_c=W_k(n_v-n_c),\qquad
W_k=\frac{2M^2\gamma}{D_k^2+\gamma^2}. \tag{19}
$$

Forward and backward transfers have the same rate coefficient. The net flow goes from the fuller level to the emptier one.

The elimination requires slow occupations, hence $W_k\ll\gamma$. Since $W_k$ is at most $2M^2/\gamma$, the condition is $M^2\ll\gamma^2$. At resonance the error can be found directly. Put $u=n_v-n_c$ and $y=\mathrm{Im}\,p$. Equations (15) and (16) become $\dot u=4My$ and $\dot y=-\gamma y-Mu$. A solution proportional to $e^{-zt}$ requires

$$
z(\gamma-z)=4M^2,\qquad
z=\frac{4M^2}{\gamma}\left(1+\frac{4M^2}{\gamma^2}+\dots\right) \tag{20}
$$

for the slow root. The leading term is $2W_k$, as (19) requires when both occupations are free to change. The quadratic has real roots for $\gamma\geq4M$. For stronger coupling the electron oscillates between the sheets while it loses coherence, and a single transfer rate no longer describes the motion.

In the example let $M=0.0001$ eV and $\gamma=0.005$ eV, so that $M^2/\gamma^2=0.0004$. The correction in (20) is then $0.0016$ relative to the leading term. The resonant rate $2M^2/(\gamma\hbar)$ is $6.1\times10^9$ s$^{-1}$.

Finally, let $\gamma$ become small compared with the energies of interest while $M/\gamma$ remains small. The function $(\gamma/\pi)/(D_k^2+\gamma^2)$ has unit area and becomes $\delta(D_k)$, so

$$
W_k\to2\pi M^2\delta(D_k). \tag{21}
$$

This is the golden rule. The number of electrons transferred per unit time and area, from full valence states into empty conduction states, is the sum of $W_k$ over momentum and spin. By (6) and (7) it equals $2\pi M^2J(\Delta)$ and inherits the step.

## 2. The observable step and the conditions for it

The energy difference of a pair is $D_k=k^2/(2m_r)-\Delta$, where $\Delta=E_V-E_C$ is the band overlap and $m_r$ the reduced mass of electron and hole. For aligned parabolic bands the joint density of states is $J=J_0\theta(\Delta)$, with $J_0=m_r/\pi$. A uniform coupling $M$ transfers electrons within a pair at the rate coefficient $W_k$ of (19), provided that $M^2\ll\gamma^2$, where $\gamma$ is the decay rate of the coherence. The example has $m_e=0.05$, $m_h=0.20$, $m_r=0.040$, $M=0.0001$ eV and $\gamma=0.005$ eV. Its step height is $J_0=0.001671$ eV$^{-1}$Å$^{-2}$, and twice the free-electron mass corresponds to $\beta=0.2625$ eV$^{-1}$Å$^{-2}$.

For aligned parabolic bands and a uniform local coupling, the joint density of states is a step at band alignment, and in the sharp limit the transfer rate from full valence states into empty conduction states inherits it. What remains is to see how broadening, occupations, displaced extrema, band shape, a vanishing coupling and loss of momentum conservation affect the observable step.

Numerical values quoted here were computed with a short program.
